# Appendix: the polar singularity of the Allen–Heine–Cardona shift at a band edge

## 1. Definitions and conventions

Hartree atomic units are used ($\hbar=e=m_0=4\pi\epsilon_0=1$), with final energies in meV. The crystal has $N_c$ cells of volume $\Omega$, and $N_c^{-1}\sum_{\mathbf q}\to\Omega\int d^3q/(2\pi)^3$. With $k$ standing for band and wavevector,

$$H=\sum_k\varepsilon_k c_k^\dagger c_k+\sum_{\mathbf q}\omega\,b^\dagger_{\mathbf q}b_{\mathbf q}+N_c^{-1/2}\sum_{k,\mathbf q}g_{\mathbf q}\,c^\dagger_{k+\mathbf q}c_k\,(b_{\mathbf q}+b^\dagger_{-\mathbf q}).$$

The band edge is non-degenerate and lies at $\mathbf k=0$, with $\varepsilon_{\mathbf q}=+q^2/2m$ (conduction minimum) or $-q^2/2m$ (valence maximum). The crystal is a non-piezoelectric polar insulator without free carriers, with one dispersionless LO mode of frequency $\omega$ and occupation $n$. The electron occupation of the intermediate state is $f$, and $\Delta=\varepsilon_k-\varepsilon_{k+\mathbf q}$. Define

$$\frac1{\epsilon^*}=\frac1{\epsilon_\infty}-\frac1{\epsilon_s},\qquad q_0=\sqrt{2m\omega},\qquad \alpha=\frac1{\epsilon^*}\sqrt{\frac{m}{2\omega}}=\frac{q_0}{2\epsilon^*\omega},\qquad x=\frac q{q_0}.$$

All shifts are second order in $g$ and, except in Section 8, evaluated on shell, $E=\varepsilon_k$. The result $-\alpha\omega$ holds for a conduction minimum at $T=0$; a valence maximum moves by $+\alpha\omega$. Either is the long-range intraband part of the Allen–Heine–Cardona (AHC) shift, to which finite interband, short-range and Debye–Waller terms add.

## 2. The Fan term and its adiabatic form

Take a configuration with occupations $f_k\in\{0,1\}$ and $n$. An electron scatters from $k$ to $k'=k+\mathbf q$ by absorbing a phonon (squared amplitude $n$, denominator $\Delta+\omega$) or emitting one ($n+1$, $\Delta-\omega$):

$$E^{(2)}=\frac1{N_c}\sum_{k,\mathbf q}|g_{\mathbf q}|^2f_k(1-f_{k'})\Big[\frac{n}{\Delta+\omega}+\frac{n+1}{\Delta-\omega}\Big].$$

This is linear in each $f_k$, so the shift of an addition or removal energy is $\partial E^{(2)}/\partial f_k$. State $k$ enters as the initial state with weight $1-f$, and as the final state with weight $-f$ and $\Delta\to-\Delta$; the latter gives $+f[n/(\Delta-\omega)+(n+1)/(\Delta+\omega)]$. The coefficient of $1/(\Delta-\omega)$ is $(1-f)(n+1)+fn=n+1-f$, and that of $1/(\Delta+\omega)$ is $(1-f)n+f(n+1)=n+f$:

$$\Delta E_k=\frac1{N_c}\sum_{\mathbf q}|g_{\mathbf q}|^2\Big[\frac{n+1-f}{\Delta-\omega}+\frac{n+f}{\Delta+\omega}\Big].\tag{1}$$

Linearity in $n$ allows the thermal value to be inserted. The retarded prescription is $\Delta\to\Delta+i0$.

The adiabatic theory treats $u_{\mathbf q}=b_{\mathbf q}+b^\dagger_{-\mathbf q}$ as a frozen amplitude. The static potential shifts the level by $|g|^2|u_{\mathbf q}|^2/\Delta$ per wavevector, and $\langle u^\dagger u\rangle=\langle b^\dagger_{\mathbf q}b_{\mathbf q}\rangle+\langle b_{-\mathbf q}b^\dagger_{-\mathbf q}\rangle=2n+1$, so

$$\Delta E_k^{\rm ad}=\frac1{N_c}\sum_{\mathbf q}|g_{\mathbf q}|^2\,\frac{2n+1}{\Delta}.\tag{2}$$

This is (1) with $\omega$ dropped from both denominators, which requires $|\Delta|\gg\omega$. For the intraband term at the edge $|\Delta|/\omega=x^2$, so the step fails for $q\lesssim q_0$.

## 3. The long-range vertex

Mode $\nu$ displaces ion $\kappa$ by $\mathbf u_\kappa=(2N_cM_\kappa\omega_\nu)^{-1/2}\mathbf e_{\kappa\nu}e^{i\mathbf q\cdot\mathbf R}(b+b^\dagger)$ and creates $\mathbf P=\Omega^{-1}\sum_\kappa Z_\kappa\mathbf u_\kappa$, with Born charges obeying $\sum_\kappa Z_\kappa=0$. The electrons screen with $\epsilon_\infty$. Gauss's law $i\mathbf q\cdot(\epsilon_\infty\mathbf E+4\pi\mathbf P)=0$ with $\mathbf E=-i\mathbf q\phi$ gives $\phi=-4\pi i\,\mathbf q\cdot\mathbf P/(\mathbf q\cdot\epsilon_\infty\mathbf q)$. The electron energy is $-\phi$. With $\zeta_{\kappa\beta}=\hat q_\gamma Z_{\kappa,\gamma\beta}$, $\epsilon(\hat{\mathbf q})=\hat{\mathbf q}\cdot\epsilon\,\hat{\mathbf q}$ and $c=4\pi/[\Omega\epsilon_\infty(\hat{\mathbf q})]$,

$$g_\nu=\frac{ic}{q}\sum_\kappa\frac{\zeta_\kappa\cdot\mathbf e_{\kappa\nu}}{\sqrt{2M_\kappa\omega_\nu}}.\tag{3}$$

The same field, $\mathbf E=-4\pi\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P)/\epsilon_\infty(\hat{\mathbf q})$, exerts the force $Z^T\mathbf E=-c\,\zeta(\zeta^Tu)$ on the ions, so the force constants at $q\to0$ are $\Phi+c\,\zeta\zeta^T$, with $\Phi$ the zero-field matrix. The spectral sum over optical modes, $\sum_\nu M^{-1/2}ee^TM^{-1/2}/\omega_\nu^2$, inverts this matrix up to rigid translations, which $\zeta$ annihilates by neutrality. Hence $\sum_\nu2|g_\nu|^2/\omega_\nu=(c^2/q^2)\,\zeta^T(\Phi+c\zeta\zeta^T)^{+}\zeta$, where $+$ denotes the pseudo-inverse. Let $s=\zeta^T\Phi^+\zeta$. Then $(\Phi+c\zeta\zeta^T)\Phi^+\zeta=(1+cs)\zeta$, so the quadratic form equals $s/(1+cs)$. A static field displaces the ions by $\Phi^+Z^T\mathbf E$, so $\epsilon_s(\hat{\mathbf q})=\epsilon_\infty(\hat{\mathbf q})+4\pi s/\Omega=\epsilon_\infty(\hat{\mathbf q})(1+cs)$. Therefore

$$\sum_\nu\frac{2|g_\nu|^2}{\omega_\nu}=\frac{c}{q^2}\frac{cs}{1+cs}=\frac{4\pi}{\Omega q^2}\Big[\frac1{\epsilon_\infty(\hat{\mathbf q})}-\frac1{\epsilon_s(\hat{\mathbf q})}\Big].$$

In a diatomic cubic crystal $\zeta_\kappa=\pm Z^*\hat{\mathbf q}$, so transverse modes drop out of (3). With reduced mass $\mu$, $\omega^2=\omega_{TO}^2+cZ^{*2}/\mu$ and $s=Z^{*2}/\mu\omega_{TO}^2$, which gives the Lyddane–Sachs–Teller relation $\epsilon_s/\epsilon_\infty=1+cs=\omega^2/\omega_{TO}^2$. One mode exhausts the sum, and the Fröhlich vertex follows:

$$|g_{\mathbf q}|^2=\frac{2\pi\omega}{\Omega\epsilon^*q^2}.\tag{4}$$

## 4. Which terms are singular

Between Bloch states the plane wave $e^{i\mathbf q\cdot\mathbf r}$ multiplies (4) by $|\langle u_{l\mathbf q}|u_{j0}\rangle|^2$, where $j$ is the edge band. First-order $\mathbf k\cdot\mathbf p$ theory gives an interband overlap of modulus $|\mathbf q\cdot\mathbf p_{lj}/(\varepsilon_l-\varepsilon_j)|$, and completeness makes the intraband overlap squared $1-O(q^2)$. The adiabatic integrand thus scales as $q^{-2}q^{-2}=q^{-4}$ for $l=j$ and as $q^{-2}q^2=q^0$ over a finite gap for $l\ne j$. The program asserts both scalings and their coefficients on a four-band model.

Two further statements are argued here and not tested. Corrections to the vertex of order $q^0$ (quadrupolar or analytic) are even in $\hat{\mathbf q}$ at fixed eigenvector while (3) is odd, and the product $ee^*$ they share is even at leading order because $\Phi+c\,\zeta\zeta^T$ is unchanged by $\hat{\mathbf q}\to-\hat{\mathbf q}$. The term of the dynamical matrix linear in $q$ is odd in $\hat{\mathbf q}$, and so is the change it makes in $ee^*$. Every contribution to the cross term is therefore odd, and this term, of order $q^{-3}$ in the integrand, vanishes in the angular average; what remains is $q^{-2}$, integrable against $q^2dq$. The rigid-ion Debye–Waller term is a diagonal matrix element of $\nabla\nabla V$ times $(2n+1)e_\kappa e_\kappa^*/2M_\kappa\omega_\nu$; it has no energy denominator and is bounded for optical modes, so it cannot cancel a $q^{-4}$ term. Piezoelectric acoustic coupling has $|g|^2\propto1/q$ and produces a separate divergence of the adiabatic form (2), $\int dq/q$ at $T=0$, which the acoustic frequency $vq$ in the denominator of (1) removes; it is excluded by assumption.

## 5. The adiabatic divergence

Insert (4) into the zone integral. The phase-space factor $4\pi q^2$ cancels the $1/q^2$ of the vertex:

$$\frac1{N_c}\sum_{\mathbf q}|g_{\mathbf q}|^2K=\frac{4\pi}{8\pi^3}\frac{2\pi\omega}{\epsilon^*}\int dq\,K=\frac{\omega q_0}{\pi\epsilon^*}\int dx\,K=\frac2\pi\alpha\omega\int dx\;\omega K,\tag{5}$$

using $q_0/\epsilon^*=2\alpha\omega$. At a conduction minimum $\Delta=-\omega x^2$, so (2) has $\omega K=-(2n+1)/x^2$, and between $q_{\min}$ and a spherical cutoff $q_c$

$$\Delta E^{\rm ad}=-(2n+1)\frac2\pi\alpha\omega\,q_0\int_{q_{\min}}^{q_c}\frac{dq}{q^2}=-(2n+1)\frac2\pi\alpha\omega\Big(\frac{q_0}{q_{\min}}-\frac{q_0}{q_c}\Big).\tag{6}$$

At a valence maximum the sign is reversed. Every intermediate state lies on one side of the edge, so nothing cancels. A frozen potential of wavelength $1/q$ has depth $\propto1/q$, while the kinetic cost of following it is $q^2/2m$; the frozen picture lets the carrier follow arbitrarily long waves, although spreading over a length $1/q$ takes a time of order $2m/q^2=1/(\omega x^2)$, which exceeds $1/\omega$ once $q<q_0$.

For a positive real or a non-real $z$, the substitution $x=\sqrt z\,y$ (real $z>0$) and analytic continuation give

$$\frac2\pi\int_0^\infty\frac{dx}{x^2+z}=\frac1{\sqrt z},\qquad \operatorname{Re}\sqrt z>0.\tag{7}$$

A broadening $\Delta\to\Delta+i\eta$ in (2) means $z=-i\eta/\omega$ and $1/\sqrt z=e^{i\pi/4}\sqrt{\omega/\eta}$, so at $T=0$, with $q_{\min}=0$ and $q_c\to\infty$,

$$\operatorname{Re}\Delta E^{\rm ad}_\eta=-\alpha\omega\sqrt{\omega/2\eta}.\tag{8}$$

The result has no plateau in $\eta$. It equals $-\alpha\omega$ at $\eta=\omega/2$, for the real part, at $T=0$ and in this one-mode model.

Away from the edge, at $\kappa=k/q_0$, the denominator is $x^2+2\kappa x\lambda$ with $\lambda$ the cosine of the angle between $\mathbf k$ and $\mathbf q$. Its principal-value average over $\lambda$ is $(4\kappa x)^{-1}\ln|(x+2\kappa)/(x-2\kappa)|$. With $y=x/2\kappa$, the map $y\to1/y$ makes the ranges $y<1$ and $y>1$ equal, and the series of the logarithm gives $\int_0^\infty y^{-1}\ln|(1+y)/(1-y)|\,dy=4\sum_{j\ge0}(2j+1)^{-2}=\pi^2/2$. The real adiabatic shift at $T=0$ is $-(2/\pi)\alpha\omega\,\pi^2/(8\kappa)=-\alpha\omega\,\pi/4\kappa$: finite, because lower and higher intermediate states cancel at small $q$, and divergent again as $k\to0$.

## 6. Keeping the frequency

At a conduction minimum $f=0$, and at $T=0$ only emission survives in (1): $\omega K=-1/(x^2+1)$. Equations (5) and (7) with $z=1$ give

$$\Delta E_c=-\frac2\pi\alpha\omega\arctan\frac{q_c}{q_0}\;\longrightarrow\;-\alpha\omega\qquad(q_c\gg q_0).\tag{9}$$

The phonon energy bounds the denominator from below. The adiabatic and non-adiabatic integrands differ by $1/[x^2(x^2+1)]$, which relative to the non-adiabatic one is $1/x^2$, so (2) remains usable for $q\gg q_0$.

At a valence maximum $f=1$ and $\Delta=+\omega x^2$; at $T=0$ the second term of (1) survives, $\omega K=+1/(x^2+1)$, and $\Delta E_v=+\alpha_h\omega$ with the hole mass in $\alpha_h$. The hole lowers its energy by $\alpha_h\omega$, which raises the removal level. The gap changes by $-(\alpha_e+\alpha_h)\omega$.

At finite $T$, with $f$ still 0 or 1 ($k_BT$ far below the gap), the conduction emission term acquires $n+1$. The absorption term is $\omega K=-n/(x^2-1-i0)$, that is $z=-1-i0$ and $\sqrt z\to-i$, and contributes $-\alpha\omega n/(-i)=-i\alpha\omega n$. Its real part vanishes for $q_c\to\infty$: the primitive $\tfrac12\ln|(x-1)/(x+1)|$ is zero at both ends and takes equal values, in the limit, on the two sides of a symmetric excision at $x=1$. Thus

$$\operatorname{Re}\Delta E_c=-\alpha_e\omega(n+1),\qquad \operatorname{Re}\Delta E_v=+\alpha_h\omega(n+1),\qquad\operatorname{Im}\Sigma_c=-\alpha_e\omega n .$$

For $q_c\to\infty$ the polar part carries $n+1$, not the adiabatic $2n+1$. A finite cutoff $q_c\gg q_0$ adds $+(2n+1)(2/\pi)\,\alpha\omega\,q_0/q_c$ to $\operatorname{Re}\Delta E_c$, emission supplying $n+1$ and absorption $n$, because at large $q$ the kernel is adiabatic.

For $0<\kappa<1$ at $T=0$ the denominator is $|\mathbf x+\boldsymbol\kappa|^2+z$ with $z=1-\kappa^2$, and (5) becomes $-(\alpha\omega/2\pi^2)\int d^3x\,x^{-2}[|\mathbf x+\boldsymbol\kappa|^2+z]^{-1}$. The Fourier transforms of the two factors are $2\pi^2/r$ and $2\pi^2e^{-\sqrt zr}/r$, so the convolution equals $(4\pi^4/8\pi^3)\,4\pi\int dr\,e^{-\sqrt zr}\sin(\kappa r)/\kappa r=2\pi^2\arctan(\kappa/\sqrt z)/\kappa$; the last integral follows by differentiating $\int e^{-\sqrt zr}\sin(\kappa r)\,dr/r$ with respect to $\kappa$. The shift is $-\alpha\omega\arcsin(\kappa)/\kappa$.

For an anisotropic mass the radial integral is done direction by direction with $1/m(\hat{\mathbf q})=\hat{\mathbf q}\cdot m^{-1}\hat{\mathbf q}$, giving $\Delta E_c=-\omega\langle\alpha(\hat{\mathbf q})\rangle$, the solid-angle average of $\alpha\propto\sqrt{m(\hat{\mathbf q})}$. Degenerate edges need a matrix of overlaps and are not covered.

## 7. Uniform grids without Γ

Take a simple cubic cell of side $a$, an $N^3$ grid, $L=Na$, $\mathbf q=2\pi\mathbf n/L$, $\mathbf n\ne0$, and $T=0$. The singular part of (2) is

$$-\frac1{L^3}\frac{4\pi m\omega}{\epsilon^*}\Big(\frac L{2\pi}\Big)^4Z(2)=-\alpha\omega\,\frac{q_0a\,Z(2)}{4\pi^3}\,N,\qquad Z(s)={\sum_{\mathbf n}}'|\mathbf n|^{-2s},\tag{10}$$

since $4\pi m\omega/\epsilon^*=2\pi q_0^2/\epsilon^*=4\pi\alpha\omega q_0$. The sum grows linearly with $N$. To evaluate $Z$, write $\pi^{-s}\Gamma(s)|\mathbf n|^{-2s}=\int_0^\infty t^{s-1}e^{-\pi n^2t}dt$ and sum to $\theta^3-1$, with $\theta(t)=\sum_je^{-\pi j^2t}$. On $t<1$ substitute $t\to1/t$ and use the Poisson identity $\theta(1/t)=\sqrt t\,\theta(t)$; the elementary remainder $\int_1^\infty(t^{1/2-s}-t^{-s-1})dt$ gives, for $s>3/2$,

$$\pi^{-s}\Gamma(s)Z(s)=\int_1^\infty(t^{s-1}+t^{1/2-s})(\theta^3-1)\,dt-\frac1s-\frac1{3/2-s}.\tag{11}$$

For the non-adiabatic sum use $1/[q^2(q^2+q_0^2)]=q_0^{-2}[q^{-2}-(q^2+q_0^2)^{-1}]$; the prefactor is $-(2\pi\omega/\epsilon^*)(2m/q_0^2)=-4\pi\alpha\omega/q_0$. For the first piece insert a factor $e^{-\pi\delta n^2}$: the sum is $\pi\int_\delta^\infty(\theta^3-1)dt$ and the integral over $\mathbf n$ is $\pi\int_\delta^\infty t^{-3/2}dt$. As $\delta\to0$ the difference splits at $t=1$ into $\int_1^\infty(\theta^3-1)dt-2$ and $\int_1^\infty t^{-1/2}(\theta^3-1)dt-1$, times $\pi$, which is (11) at $s=1$ and defines $Z(1)$. Multiplying by $L^{-3}(L/2\pi)^2$, sum minus integral is $Z(1)/4\pi^2L$. The second piece is smooth, so by Poisson summation its full grid sum matches the integral up to terms of order $e^{-q_0L}$; omitting Γ leaves $+1/q_0^2L^3$ in the bracket. Hence

$$\Delta E_N-\Delta E_\infty=\alpha\omega\Big[\frac{-Z(1)}{\pi q_0L}-\frac{4\pi}{(q_0L)^3}\Big],\qquad q_0L\gg1.\tag{12}$$

Subtracting (12) from a grid result removes the $1/N$ error for a simple cubic grid with isotropic mass and dielectric constant; other cases need their own lattice sum. The Poisson step assumes an integrand without a kink at the zone boundary: a parabolic band cut off at the faces of the $N^3$ grid leaves a further term of order $\alpha\omega\,q_0a/N^2$ (about $0.04\,\alpha\omega/N^2$ at $q_0a=0.27$). A lattice-periodic model for testing replaces $q^2$ in band and vertex by $Q^2=(2/a^2)\sum_i(1-\cos q_ia)$; this adds a term of order $N^{-3}$ without the factor $(q_0a)^{-2}$, neglected in (12). Writing each denominator as $a^2\int_0^\infty e^{-ta^2(\cdots)}dt$ and using $\int d\varphi\,e^{2t\cos\varphi}/2\pi=I_0(2t)$ gives the exact zone integral

$$\Delta E_\infty=-\alpha\omega\,\frac{4\pi}{q_0a}\int_0^\infty\big(1-e^{-q_0^2a^2t}\big)\big[e^{-2t}I_0(2t)\big]^3dt .$$

## 8. Dependence on the on-shell choice

In the space of zero- and one-phonon states at zero total momentum, eliminating the one-phonon amplitudes from the eigenvalue equation replaces $z=1$ by $1-E/\omega$, so $E=-\alpha\omega/\sqrt{1-E/\omega}$. One iteration gives $-\alpha\omega(1+\alpha)^{-1/2}=-\alpha\omega+\alpha^2\omega/2+\dots$ The prescriptions differ at order $\alpha^2$, the order at which two-phonon states, omitted from both, first enter. The one-phonon eigenvalue is a variational upper bound on the ground-state energy of the Fröhlich model; (9) is exact only to first order in $\alpha$. The bound is a poor one: the two-phonon states contribute $-0.516\,\alpha^2\omega$ in fourth order, which nearly cancels the $+\alpha^2\omega/2$, so the complete expansion is $E=-\alpha\omega-0.0159\,\alpha^2\omega+\dots$ and the on-shell value is much the closer of the two.

## 9. Worked example

The parameters are round model values: $\epsilon_\infty=4$, $\epsilon_s=10$, $\omega=50$ meV $=0.00183747$ Ha, $m_e=0.3$, $m_h=0.8$, $a=8$ bohr, ion masses 20 and 30 u ($\mu=12$ u). Then $1/\epsilon^*=0.25-0.10=0.15$ and $\omega_{TO}=50\sqrt{4/10}=31.62$ meV, which fixes $Z^*=2.687$.

The scales are $q_0=\sqrt{2\times0.3\times0.00183747}=0.033204$ bohr$^{-1}$, $1/q_0=30.1$ bohr and $q_0a=0.2656$. The vertex (4) at $q_0$ is 1507 meV; this is the per-cell value, which enters $H$ divided by $\sqrt{N_c}$. The couplings are $\alpha_e=0.15\times0.033204/(2\times0.00183747)=1.355$ and $\alpha_h=1.355\sqrt{0.8/0.3}=2.213$.

At $T=0$, $\Delta E_c=-1.355\times50=-67.8$ meV ($-2.490\times10^{-3}$ Ha), $\Delta E_v=+110.7$ meV, and the gap changes by $-178.4$ meV. At 300 K, $n=0.169$, and the factor $1.169$ gives $-79.2$, $+129.4$ and $-208.6$ meV, with $\operatorname{Im}\Sigma_c=-67.76\times0.169=-11.45$ meV. A sphere of the zone volume, $q_c=(6\pi^2)^{1/3}/a=0.4872$ bohr$^{-1}=14.67\,q_0$, gives $-67.76\times(2/\pi)\arctan14.67=-64.8$ meV. Masses $(0.15,0.3,0.6)$ give $\langle\alpha\rangle=1.313$ and $-65.7$ meV. At $k=0.5q_0$ the shift is $-71.0$ meV, against an adiabatic principal value of $-67.76\times\pi/2=-106.4$ meV.

The adiabatic value (6) is $-(2/\pi)\,67.76\,(10-1/14.67)=-428$ meV for $q_{\min}=0.1q_0$ and $-4311$ meV for $0.01q_0$. Broadenings of 5, 25 and 100 meV in (8) give $-151.5$, $-67.8$ and $-33.9$ meV. The lattice model gives:

| $N$ | adiabatic (meV) | non-adiabatic (meV) |
|---|---|---|
| 40 | −98.6 | −52.5 |
| 80 | −194.7 | −61.0 |
| 160 | −386.6 | −65.4 |

With $Z(2)=16.532$, (10) predicts $-67.76\times0.2656\times16.532/4\pi^3=-2.399$ meV per unit of $N$, matching the slope extracted from the three grids with terms $N$, $1$ and $1/N$. With $Z(1)=-8.9136$ and $q_0L=160\times0.2656$, (12) gives $+4.51$ meV, the difference between $-65.40$ meV and the zone integral $-69.91$ meV.

That zone integral exceeds $\alpha\omega$ in magnitude, whereas the spherical cutoff reduced it. The finite zone removes states, but $1-\cos\varphi\le\varphi^2/2$ means $Q^2\le q^2$, which enlarges both the vertex and the inverse denominator inside the zone; the computed value shows that the second effect is the larger here. The program asserts that the deviation from $-\alpha\omega$, relative to $\alpha\omega$, is below 1% at $q_0a=0.01$ and doubles, within 5%, at $0.02$.

The one-phonon eigenvalue is $-48.3$ meV against the on-shell $-67.8$ meV. At $\alpha_e=1.36$ the choice of energy argument therefore changes the answer by about 19 meV. This is not the error of the on-shell value: the complete $\alpha^2$ term of Section 8 gives $-69.2$ meV for the conduction edge and $+114.6$ meV for the valence edge, 2% and 3.5% beyond the on-shell shifts. The digits above describe the second-order formula, not the exact polaron energy. The numerical check checks (1) against exact diagonalization on a three-site ring, (2) against a frozen potential, the vertex sum rule on a random three-atom model, and the integrals of Sections 5 to 8 by quadrature, grid sums or diagonalization.

## Numbers as computed

```
eps_inf = 4
eps_s = 10
1/eps* = 0.15
hbar w_LO = 50 meV
hbar w_LO = 0.00183747 Ha
m_e = 0.3 m0
m_h = 0.8 m0
a = 8 bohr
ion mass 1 = 20 u
ion mass 2 = 30 u
reduced mass = 12 u
hbar w_TO = 31.6228 meV
Born charge Z* = 2.68736 e
q0 electron = 0.0332036 1/bohr
1/q0 electron = 30.1172 bohr
q0 a = 0.265629
|g| at q0 = 1507.22 meV
alpha_e = 1.35527
alpha_h = 2.21315
CBM shift T=0 = -67.7637 meV
CBM shift T=0 = -0.00249027 Ha
VBM shift T=0 = 110.658 meV
gap shift T=0 = -178.421 meV
T = 300 K
n(T) = 0.168984
CBM shift at T = -79.2147 meV
VBM shift at T = 129.357 meV
gap shift at T = -208.572 meV
-alpha_e w n (Im Sigma) = -11.451 meV
Im Sigma, eta=0.5 meV = -11.4506 meV
q_c sphere = 0.487222 1/bohr
q_c/q0 = 14.6738
CBM shift with q_c = -64.8283 meV
adiabatic T=0 qmin=0.1 q0 = -428.457 meV
adiabatic T=0 qmin=0.01 q0 = -4311.03 meV
adiabatic Re shift, eta=5 meV = -151.524 meV
adiabatic Re shift, eta=25 meV = -67.7637 meV
adiabatic Re shift, eta=100 meV = -33.8819 meV
k=0.5 q0 non-adiabatic = -70.962 meV
k=0.5 q0 adiabatic PV = -106.443 meV
anisotropic masses = 0.15 0.3 0.6 m0
<alpha> anisotropic = 1.31307
anisotropic shift = -65.6534 meV
Z(2) = 16.5323
Z(1) = -8.91363
grid N=40: adiabatic -98.638 meV, non-adiabatic -52.526 meV
grid N=80: adiabatic -194.66 meV, non-adiabatic -60.951 meV
grid N=160: adiabatic -386.63 meV, non-adiabatic -65.397 meV
adiabatic slope per N = -2.39937 meV
tight-binding zone integral = -69.91 meV
grid error N=160 = 4.51271 meV
one-phonon diagonalization = -48.3231 meV
```
